**Truncation errors of the quartic anharmonic oscillator series**

For $H=p^2/2+x^2/2+gx^4$ with $m=\omega=\hbar=1$, the program studies the ground-state series with coefficients $a_n$ and partial sums $S_N$. It asserts that the $a_n$ from a Riccati recursion equal those of Rayleigh–Schrödinger theory through order 12, and that they alternate in sign and are at least as large in size as a factorial lower bound through order 50. The ratio of $|a_n|$ to $\sqrt{6/\pi^3}\,3^n\Gamma(n+1/2)$, extrapolated to infinite order, is 0.99991. Resonance widths at negative coupling, from a complex-rotated Hamiltonian, are asserted to reproduce $a_1$ to $a_5$ and the best-order truncation errors at $g=0.05$ and $0.1$ through dispersion integrals. If term $m$ is the smallest, the best order is asserted to be $m-1$ or $m$, with an error of at most half that term. The output gives best orders 16, 6 and 2 at $g=0.02$, $0.05$ and $0.1$, with smallest errors of $2.87\times10^{-8}$, $4.92\times10^{-4}$ and $1.04\times10^{-2}$ in units of $\hbar\omega$. The small-coupling estimate $(\sqrt3/\pi)e^{-1/(3g)}$ is asserted to improve as $g$ decreases.

## Verification by program

```python
"""
Ground state of H = p^2/2 + x^2/2 + g x^4 (m = omega = hbar = 1).
Energy series: E(g) ~ 1/2 + sum_n a_n g^n, partial sum S_N through order N.
Results under test:
  * a_n alternate in sign and |a_n| -> sqrt(6/pi^3) 3^n Gamma(n+1/2);
  * if term m is the smallest, the best truncation order is m-1 or m, and
    the smallest error is at most half of the smallest term;
  * the smallest error tends to (sqrt(3)/pi) exp(-1/(3g)) for small g.
rho(gamma) is |Im E| at the negative coupling g = -gamma.
Energies are in units of hbar*omega; g is dimensionless.
"""
from fractions import Fraction
import numpy as np
from scipy.special import gammaln

MAX_ORDER = 50


def riccati_coefficients(max_order):
    """Exact a_n from the power series of y = -psi'/psi."""
    c = [[Fraction(1)]]
    a = [Fraction(1, 2)]
    for n in range(1, max_order + 1):
        products = [Fraction(0)] * (n + 1)
        for k in range(1, n):
            for i, left in enumerate(c[k]):
                for j, right in enumerate(c[n - k]):
                    products[i + j] += left * right
        row = [Fraction(0)] * (n + 2)
        for j in range(n + 1, 0, -1):
            source = 2 if (n == 1 and j == 2) else 0
            row[j - 1] = ((2*j + 1)*row[j] - products[j - 1] + source) / 2
        c.append(row[:n + 1])
        a.append(row[0] / 2)
    return a


def rayleigh_schroedinger(max_order):
    """Exact a_n by ordinary perturbation theory with ladder operators."""
    size = 4*max_order + 5

    def apply_x4(vector):
        for _ in range(4):
            new = [Fraction(0)] * size
            for k, value in enumerate(vector):
                if value:
                    if k + 1 < size:
                        new[k + 1] += value
                    if k > 0:
                        new[k - 1] += k*value
            vector = new
        return [value / 4 for value in vector]

    states = [[Fraction(1)] + [Fraction(0)]*(size - 1)]
    energies = [Fraction(1, 2)]
    for n in range(1, max_order + 1):
        v_psi = apply_x4(states[n - 1])
        energies.append(v_psi[0])
        new = [Fraction(0)] * size
        for k in range(1, size):
            shift = sum(energies[j]*states[n - j][k] for j in range(1, n))
            new[k] = (shift - v_psi[k]) / k
        states.append(new)
    return energies


def oscillator_matrices(size):
    """Even-parity blocks of x^2, x^4, p^2 in the oscillator basis."""
    off = np.sqrt(np.arange(1, size + 8) / 2)
    x = np.diag(off, 1) + np.diag(off, -1)
    x2 = x @ x
    x4 = x2 @ x2
    x2, x4 = x2[:size, :size], x4[:size, :size]
    p2 = np.diag(2*np.arange(size) + 1.0) - x2
    return x2[::2, ::2], x4[::2, ::2], p2[::2, ::2]


def exact_energy(g, size):
    x2, x4, p2 = oscillator_matrices(size)
    return np.linalg.eigvalsh(p2/2 + x2/2 + g*x4)[0]


X2, X4, P2 = oscillator_matrices(140)


def rho(gamma):
    """Resonance |Im E| at coupling -gamma, coordinate rotated by pi/6."""
    s = (1 + 6*gamma)**(-1/6)
    phase = np.exp(-1j*np.pi/3)
    h = phase*(P2/(2*s**2) + gamma*s**4*X4) + np.conj(phase)*s**2*X2/2
    values = np.linalg.eigvals(h)
    return -values[np.argmin(np.abs(values))].imag


# Coefficients: two exact and different methods
a = riccati_coefficients(MAX_ORDER)
assert a[:13] == rayleigh_schroedinger(12)
assert all((-1)**(n + 1)*a[n] > 0 for n in range(1, MAX_ORDER + 1))

# Elementary factorial lower bound, checked exactly
odd_product, binomial = Fraction(1), Fraction(1)
lower_bound = [None]
for n in range(1, MAX_ORDER + 1):
    odd_product *= 2*n + 1
    binomial *= (Fraction(3, 2) - n) / n
    lower_bound.append(odd_product*abs(binomial) / 2)
    assert abs(a[n]) >= lower_bound[n]

# Sharp growth law: extrapolate the ratio to infinite order
growth_ratio = {}
for n in range(1, MAX_ORDER + 1):
    log_law = 0.5*np.log(6/np.pi**3) + n*np.log(3) + gammaln(n + 0.5)
    growth_ratio[n] = float(np.exp(np.log(float(abs(a[n]))) - log_law))
n = MAX_ORDER
growth_limit = (n**2*growth_ratio[n] - 2*(n - 1)**2*growth_ratio[n - 1]
                + (n - 2)**2*growth_ratio[n - 2]) / 2
assert abs(growth_limit - 1) < 1e-3

# Tunnelling formula for rho: linear extrapolation to zero coupling
wkb_ratio = {}
for gam in (0.02, 0.04):
    wkb = np.sqrt(2/(np.pi*gam))*np.exp(-1/(3*gam))
    wkb_ratio[gam] = rho(gam) / wkb
wkb_limit = 2*wkb_ratio[0.02] - wkb_ratio[0.04]
assert abs(wkb_limit - 1) < 0.03  # remaining error is second order in gamma

# Dispersion moments with u = 1/gamma = v^3
nodes, weights = np.polynomial.legendre.leggauss(60)
v_max = 90**(1/3)
v = v_max*(nodes + 1)/2
u = v**3
measure = weights*v_max/2*3*v**2*np.array([rho(1/value) for value in u])
moment = {}
for n in range(1, 6):
    moment[n] = (-1)**(n + 1)*np.sum(measure*u**(n - 1))/np.pi
    assert abs(moment[n]/float(a[n]) - 1) < 1e-5

# Truncation errors at the three couplings
couplings = [Fraction(1, 50), Fraction(1, 20), Fraction(1, 10)]
results, errors = [], []
for g in couplings:
    gf = float(g)
    energy = exact_energy(gf, 140)
    assert abs(energy - exact_energy(gf, 200)) < 1e-12
    terms = [float(abs(a[k])*g**k) for k in range(MAX_ORDER + 1)]
    total, sums = Fraction(0), []
    for k in range(31):
        total += a[k]*g**k
        sums.append(float(total))
    error = energy - np.array(sums)
    size = np.abs(error)
    for k in range(31):
        assert (-1)**k*error[k] > 0 and size[k] < terms[k + 1]
    assert np.all(size[1:-1]**2 < size[:-2]*size[2:])
    m = 1 + int(np.argmin(terms[1:]))
    best = int(np.argmin(size))
    assert best in (m - 1, m)
    assert size[best] <= terms[m]/2
    assert abs(m - 1/(3*gf)) <= 1
    estimate = np.sqrt(3)/np.pi*np.exp(-1/(3*gf))
    results.append((gf, energy, m, terms[m], best, sums[best],
                    error[best], estimate, size[best]/estimate))
    errors.append(error)

# The small-coupling estimate must improve as g decreases
deviation = [abs(row[8] - 1) for row in results]
assert deviation[0] < deviation[1] < deviation[2]
assert deviation[0] < 0.15

# Remainder integral against directly computed errors
remainder_check = []
for index in (1, 2):
    gf, order = results[index][0], results[index][4]
    integral = ((-1)**order*gf**(order + 1)/np.pi
                * np.sum(measure*u**order/(1 + gf*u)))
    remainder_check.append((gf, order, integral))
    assert abs(integral/errors[index][order] - 1) < 1e-5

print("Energies in hbar*omega; g and ratios dimensionless")
for n in range(1, 7):
    print(f"a_{n} = {a[n]} = {float(a[n]):.6f} hbar*omega")
for n in (10, 25, 50):
    print(f"n={n}: |a_n| = {float(abs(a[n])):.5e} hbar*omega, "
          f"lower bound {float(lower_bound[n]):.5e}, "
          f"ratio to growth law {growth_ratio[n]:.5f}")
print(f"growth-law ratio extrapolated to n=infinity: {growth_limit:.5f}")
for gam in (0.02, 0.04):
    print(f"gamma={gam}: |Im E|/tunnelling formula = {wkb_ratio[gam]:.4f}")
print(f"same ratio extrapolated to gamma=0: {wkb_limit:.4f}")
print(f"a_3 from dispersion integral: {moment[3]:.5f} hbar*omega")
for gf, energy, m, term, best, value, err, est, ratio in results:
    print(f"g={gf}: exact E = {energy:.10f} hbar*omega, "
          f"1/(3g) = {1/(3*gf):.3f}")
    print(f"  smallest term: order {m}, size {term:.5e} hbar*omega")
    print(f"  best order N={best}, S_N = {value:.10f} hbar*omega")
    print(f"  smallest error E-S_N = {err:.5e} hbar*omega, "
          f"relative {abs(err)/energy:.2e}")
    print(f"  estimate {est:.5e} hbar*omega, |error|/estimate {ratio:.3f}")
for gf, order, integral in remainder_check:
    print(f"g={gf}, N={order}: remainder integral {integral:.5e} hbar*omega")
print("E-S_N in hbar*omega:  N   g=0.02   g=0.05   g=0.1")
for k in list(range(0, 9)) + [12, 15, 16, 17, 18, 20, 30]:
    print(f"{k:3d}  " + "  ".join(f"{e[k]: .4e}" for e in errors))
print("verified")
```

It prints:

```
Energies in hbar*omega; g and ratios dimensionless
a_1 = 3/4 = 0.750000 hbar*omega
a_2 = -21/8 = -2.625000 hbar*omega
a_3 = 333/16 = 20.812500 hbar*omega
a_4 = -30885/128 = -241.289062 hbar*omega
a_5 = 916731/256 = 3580.980469 hbar*omega
a_6 = -65518401/1024 = -63982.813477 hbar*omega
n=10: |a_n| = 2.44789e+10 hbar*omega, lower bound 6.37523e+07, ratio to growth law 0.83156
n=25: |a_n| = 1.08552e+36 hbar*omega, lower bound 3.41434e+30, ratio to growth law 0.94352
n=50: |a_n| = 1.31804e+87 hbar*omega, lower bound 1.10647e+77, ratio to growth law 0.97277
growth-law ratio extrapolated to n=infinity: 0.99991
gamma=0.02: |Im E|/tunnelling formula = 0.9150
gamma=0.04: |Im E|/tunnelling formula = 0.8051
same ratio extrapolated to gamma=0: 1.0249
a_3 from dispersion integral: 20.81250 hbar*omega
g=0.02: exact E = 0.5140864273 hbar*omega, 1/(3g) = 16.667
  smallest term: order 17, size 5.82294e-08 hbar*omega
  best order N=16, S_N = 0.5140863986 hbar*omega
  smallest error E-S_N = 2.87316e-08 hbar*omega, relative 5.59e-08
  estimate 3.18544e-08 hbar*omega, |error|/estimate 0.902
g=0.05: exact E = 0.5326427548 hbar*omega, 1/(3g) = 6.667
  smallest term: order 6, size 9.99731e-04 hbar*omega
  best order N=6, S_N = 0.5321503308 hbar*omega
  smallest error E-S_N = 4.92424e-04 hbar*omega, relative 9.24e-04
  estimate 7.01640e-04 hbar*omega, |error|/estimate 0.702
g=0.1: exact E = 0.5591463272 hbar*omega, 1/(3g) = 3.333
  smallest term: order 3, size 2.08125e-02 hbar*omega
  best order N=2, S_N = 0.5487500000 hbar*omega
  smallest error E-S_N = 1.03963e-02 hbar*omega, relative 1.86e-02
  estimate 1.96681e-02 hbar*omega, |error|/estimate 0.529
g=0.05, N=6: remainder integral 4.92424e-04 hbar*omega
g=0.1, N=2: remainder integral 1.03963e-02 hbar*omega
E-S_N in hbar*omega:  N   g=0.02   g=0.05   g=0.1
  0   1.4086e-02   3.2643e-02   5.9146e-02
  1  -9.1357e-04  -4.8572e-03  -1.5854e-02
  2   1.3643e-04   1.7053e-03   1.0396e-02
  3  -3.0073e-05  -8.9631e-04  -1.0416e-02
  4   8.5336e-06   6.1175e-04   1.3713e-02
  5  -2.9256e-06  -5.0731e-04  -2.2097e-02
  6   1.1693e-06   4.9242e-04   4.1886e-02
  7  -5.3273e-07  -5.4643e-04  -9.1088e-02
  8   2.7235e-07   6.8202e-04   2.2339e-01
 12   4.8199e-08   4.3625e-03   2.1683e+01
 15  -2.9675e-08  -4.0123e-02  -1.5520e+03
 16   2.8732e-08   9.5865e-02   7.3601e+03
 17  -2.9498e-08  -2.4308e-01  -3.7065e+04
 18   3.2013e-08   6.5203e-01   1.9758e+05
 20   4.4054e-08   5.4926e+00   6.5824e+06
 30   2.8720e-06   3.1687e+06   3.7442e+15
verified
```
